# Period of strongly segregated diblock lamellae: the two-thirds law and its limits

## Definitions and conventions

An incompressible melt consists of identical AB diblock chains with $N$ segments each, $N/2$ in the A block and $N/2$ in the B block. Every segment has volume $v$ and statistical length $b$, so an unperturbed chain has root-mean-square end-to-end distance $b\sqrt N$. The local volume fractions obey $\phi_A+\phi_B=1$. The contact energy is $kT\chi\phi_A\phi_B$ per segment volume $v$, which defines $\chi$.

The melt forms flat lamellae. The period $D$ is the thickness of one A layer plus one B layer, so a line formed by one layer has width $D/2$. $F$ is the free energy per chain in units of $kT$; terms independent of $D$ are dropped. Lengths are in nm.

The chains are Gaussian: a path $\mathbf r(s)$, with $s$ counting segments, costs $(3/2b^2)\int|d\mathbf r/ds|^2ds$. Interactions are treated in mean field. The result, to leading order for $\chi N\gg1$, is

$$D_0=p\,b\,\chi^{1/6}N^{2/3},\qquad p=\left(\frac{32}{\pi^2\sqrt6}\right)^{1/3}=1.098 .$$

The power of $N$ holds when $N$ varies at fixed $\chi$ and $b$. The number of chains and the total volume are fixed, so the preferred period is the one that minimizes $F(D)$.

## Geometry

A piece of one period with lateral area $S$ has volume $SD$, holds $SD/(Nv)$ chains and contains two interfaces of total area $2S$. The interface area per chain is therefore

$$\Sigma=\frac{2S}{SD/(Nv)}=\frac{2Nv}{D}.$$

Each layer has thickness $D/2$ and is filled from both sides. A block of $n=N/2$ segments thus belongs to a brush of height $h=D/4$, and $\Sigma h=nv$, as incompressibility requires.

## Stretching energy

Let $z(s)$ be the distance of a segment from its own interface, with the free end at $s=0$ and the junction at $s=n$, so $z(n)=0$. For strong stretching, each chain is represented by its path $z(s)$, and the entropy of fluctuations about it is neglected. Lateral motion does not depend on $D$.

**Lower bound.** Set $\omega=\pi/(2n)$ and write $\dot z=dz/ds$. Expanding a square and integrating its cross term by parts gives

$$\begin{aligned}
0&\le\int_0^n\left[\dot z+\omega\tan(\omega s)\,z\right]^2ds\\
&=\int_0^n\left[\dot z^2+\omega\tan(\omega s)\frac{d(z^2)}{ds}+\omega^2\tan^2(\omega s)\,z^2\right]ds\\
&=\int_0^n\left[\dot z^2-\omega^2\sec^2(\omega s)\,z^2+\omega^2\tan^2(\omega s)\,z^2\right]ds\\
&=\int_0^n\dot z^2ds-\omega^2\int_0^nz^2ds .
\end{aligned}$$

The boundary term $\omega\tan(\omega s)z^2$ vanishes at $s=0$ because the tangent does. Near $s=n$ the tangent grows as $1/[\omega(n-s)]$, but $z(n)=0$ and the Cauchy–Schwarz inequality give $z^2\le(n-s)\int_s^n\dot z^2ds'$, so the term vanishes there too.

Uniform filling fixes the average of the last integral over chains. A layer of height $h$ holds $n/h$ segments per chain and unit height, so

$$\left\langle\int_0^nz^2ds\right\rangle=\frac nh\int_0^hz^2dz=\frac{nh^2}{3}.$$

The stretching energy per block therefore satisfies

$$F_{\rm block}\ge\frac{3}{2b^2}\,\frac{\pi^2}{4n^2}\,\frac{nh^2}{3}=\frac{\pi^2h^2}{8nb^2}.$$

Opposing brushes cannot lower this bound by interpenetrating. Let one brush have segment density $\rho(z)$ for $0<z<2h$, with $\rho(z)+\rho(2h-z)=n/h$. Folding the upper half onto the lower gives

$$\int_0^{2h}\rho z^2dz=\frac{nh^2}{3}+\int_0^h\rho(2h-z)\left[(2h-z)^2-z^2\right]dz ,$$

and the last integral is not negative.

**The bound is reached.** Equality requires $\dot z=-\omega\tan(\omega s)z$, hence $z=z_0\cos\omega s$, where $z_0$ is the height of the free end. Such a path has $|\dot z|=\omega\sqrt{z_0^2-z^2}$ and places $dz/|\dot z|$ segments in $dz$. Take the normalized end distribution $g(z_0)=z_0/(h\sqrt{h^2-z_0^2})$. With $y=z_0^2$, the density is

$$\rho(z)=\int_z^h\frac{g(z_0)\,dz_0}{\omega\sqrt{z_0^2-z^2}}
=\frac1{2\omega h}\int_{z^2}^{h^2}\frac{dy}{\sqrt{(h^2-y)(y-z^2)}}
=\frac{\pi}{2\omega h}=\frac nh .$$

The $y$ integral equals $\pi$, as the substitution $y=z^2+(h^2-z^2)\sin^2t$ shows. The filling is uniform, so these paths give the minimum. For both blocks together,

$$F_{\rm stretch}=2\,\frac{\pi^2(D/4)^2}{8(N/2)b^2}=\frac{\pi^2D^2}{32Nb^2}.$$

A simpler model puts all free ends at $z=h$ and stretches every block uniformly. It also fills the layer, but costs $1.5\,h^2/(nb^2)$ instead of $1.234\,h^2/(nb^2)$. Since $D_0$ varies as the inverse cube root of this coefficient, that model keeps the power law but lowers the period by the factor $(1.234/1.5)^{1/3}=0.94$.

## Interface energy

Near an interface the blocks are treated as very long. In a field $w(x)$, measured in $kT$ per segment, the chain propagator obeys $\partial q/\partial s=(b^2/6)q''-wq$. For long contours its lowest eigenfunction dominates:

$$-\frac{b^2}{6}\psi''+w\psi=\varepsilon\psi,\qquad \phi=\psi^2 .$$

Here $\phi=\phi_A$. Multiply by $\psi$ and integrate by parts; the boundary terms vanish because $\psi$ becomes constant away from the interface. Subtracting the field energy from the chain free energy leaves the conformational part

$$\varepsilon\int\psi^2dx-\int w\psi^2dx=\frac{b^2}{6}\int\psi'^2dx=\frac{b^2}{24}\int\frac{\phi'^2}{\phi}dx .$$

The B blocks give the same expression with $\phi\to1-\phi$. Because $1/\phi+1/(1-\phi)=1/[\phi(1-\phi)]$, the interface tension $\gamma$ is the minimum of

$$\frac{\gamma[\phi]}{kT}=\frac1v\int\left[\frac{b^2\phi'^2}{24\phi(1-\phi)}+\chi\phi(1-\phi)\right]dx .$$

For a profile running from 0 to 1, completing the square gives

$$\frac{\gamma[\phi]}{kT}=\frac1v\int\left[\frac{b\phi'}{\sqrt{24\phi(1-\phi)}}-\sqrt{\chi\phi(1-\phi)}\right]^2dx+\frac{2b}{v}\sqrt{\frac{\chi}{24}}\int\phi'dx .$$

The last integral is 1. The minimum is reached when the square vanishes:

$$\phi'=\frac{2\sqrt{6\chi}}{b}\phi(1-\phi),\qquad
\phi=\frac12\left[1+\tanh\frac{\sqrt{6\chi}\,x}{b}\right],\qquad
\gamma=\frac{kTb}{v}\sqrt{\frac\chi6}.$$

The width, defined as the inverse of the greatest slope, is $a=2b/\sqrt{6\chi}$. Direct minimization of the discretized functional gives a tension coefficient of 0.4082, in agreement with $1/\sqrt6$.

## Balance and scaling

The energy per chain is the sum of the stretching term and $\gamma\Sigma/kT$:

$$F(D)=\frac{\pi^2D^2}{32Nb^2}+\frac{2Nb}{D}\sqrt{\frac\chi6}.$$

A longer period stretches the chains but leaves less interface per chain. The segment volume cancels because the tension contains $1/v$ and the area contains $v$. Setting the derivative to zero gives

$$\frac{\pi^2D_0}{16Nb^2}=\frac{2Nb}{D_0^2}\sqrt{\frac\chi6}
\quad\Longrightarrow\quad
D_0^3=\frac{32}{\pi^2\sqrt6}\,b^3\chi^{1/2}N^2 ,$$

whose cube root is the stated law. The second derivative,

$$F''=\frac{\pi^2}{16Nb^2}+\frac{4Nb}{D^3}\sqrt{\frac\chi6},$$

is positive for all $D>0$, so this is the single minimum. Multiplying the stationarity condition by $D_0$ shows that the interface energy is twice the stretching energy. Hence

$$F_0=F(D_0)=\frac{3\pi^2D_0^2}{32Nb^2}=\frac{3\pi^2p^2}{32}(\chi N)^{1/3}.$$

Two other forms of the law are useful:

$$D_0=p\,b\sqrt N(\chi N)^{1/6}=p\,b\,(\chi N)^{2/3}\chi^{-1/2}.$$

At fixed $\chi N$, the period grows as $N^{1/2}$, not $N^{2/3}$. To shrink a pattern without changing its degree of segregation, one shortens the chain and raises $\chi$ in inverse proportion; the period then falls as $\chi^{-1/2}$.

For small parameter errors,

$$\frac{\delta D_0}{D_0}=\frac{\delta b}{b}+\frac16\frac{\delta\chi}{\chi}+\frac23\frac{\delta N}{N}.$$

To first order, an error of 10 % in $\chi$ shifts the asymptotic period by about 1.7 %, and the same relative error in $N$ shifts it by about 6.7 %.

## How far the asymptotic law can be trusted

The two main approximations improve at different rates. The interface becomes narrow quickly, since $a/D_0=0.74(\chi N)^{-2/3}$. Stretching grows slowly: the ratio of brush height to block size is

$$\frac{D_0/4}{b\sqrt{N/2}}=0.39(\chi N)^{1/6},$$

which reaches 1 near $\chi N=290$. These ratios show how fast the two conditions are approached. They do not tell which approximation causes the larger error at moderate segregation.

Self-consistent field theory (SCFT) of the same Gaussian chains assumes neither strong stretching nor a narrow interface. Measuring $s$ in units of $N$ and $x$ in units of $b\sqrt N$ turns the propagator equation into $\partial q/\partial s=q''/6-(Nw)q$. The interaction then enters through $\chi N$ alone, so $D=b\sqrt N\,P(\chi N)$ for some function $P$. At fixed $\chi$,

$$\frac{d\ln D}{d\ln N}=\frac12+\frac{d\ln P}{d\ln(\chi N)} .$$

The asymptotic form $P\propto(\chi N)^{1/6}$ gives $2/3$. The computed values are:

| $\chi N$ | SCFT $D/(b\sqrt N)$ | SCFT $D/D_0$ |
|---:|---:|---:|
| 25 | 1.750 | 0.932 |
| 50 | 2.042 | 0.969 |
| 100 | 2.337 | 0.988 |
| 200 | 2.649 | 0.998 |

From $\chi N=100$ to 200, the exponent is $1/2+\ln(2.649/2.337)/\ln2=0.681$. Over the two preceding doublings it is 0.723 and 0.695. The exponent thus approaches $2/3$ from above in this range.

The near agreement at $\chi N=200$ should not be read as an error bar of 0.2 %. An exponent above $2/3$ means that $D/D_0$ is still rising there, and it does pass 1: SCFT gives $D/D_0=1.001$ at $\chi N=280$, 1.003 at 400 and 1.005 at 560. The data support the law but do not fix how the limit is approached.

One candidate correction is a term $c\ln D$ in $F$, as would arise from confining each junction to an interface. Linearizing $F'(D)+c/D=0$ about $D_0$, with $D_0^2F''(D_0)=2F_0$, gives $\delta D/D_0=-c/(2F_0)$. Since $F_0\propto(\chi N)^{1/3}$, this shift would halve between $\chi N=25$ and 200. The computed shortfall falls much faster, from 6.8 % to 0.2 %, so a single term of this kind with constant $c$ does not explain it.

For implementation between $\chi N=25$ and 200, the SCFT ratio can be interpolated in $\ln(\chi N)$ and multiplied by $D_0$; linear interpolation of the four tabulated values is low by about 0.3 % near $\chi N=35$ and by less at larger $\chi N$. SCFT is itself a mean-field theory: it leaves out composition fluctuations, and this model also leaves out chain-length dispersity and the local structure of real segments.

The continuum description of the interface needs $a$ to exceed $b$, that is, $\chi<2/3$. Gaussian elasticity needs $|\dot z|\ll b$; the largest slope is $\omega h=\pi D/(4N)$, at the junction of a chain whose free end is at $z_0=h$.

## Worked example

Take the round model parameters $b=0.6$ nm, $v=0.15$ nm³, $\chi=0.1$, $N=500$ and $T=450$ K, so $\chi N=50$. The period is

$$D_0=1.098\times0.6\times0.1^{1/6}\times500^{2/3}\ \text{nm}=28.3\ \text{nm},$$

and the line width is 14.1 nm. The asymptotic interface width is $2\times0.6/\sqrt{0.6}=1.55$ nm, about 5 % of the period. At this moderate $\chi N$ the SCFT interface is wider, about 2.0 nm or 7 % of the period. The area per chain is $2\times500\times0.15/28.27=5.31$ nm².

The tension is $\gamma/kT=(0.6/0.15)\sqrt{0.1/6}=0.516$ nm⁻², or 3.21 mJ/m². The two energies per chain are

$$F_{\rm int}=0.516\times5.305=2.74,\qquad
F_{\rm stretch}=\frac{\pi^2\times28.27^2}{32\times500\times0.6^2}=1.37,$$

in the ratio 2:1, with sum $F_0=4.11$. The greatest slope, $\pi\times28.27/(4\times500)=0.044$ nm per segment, is far below $b$, so Gaussian elasticity is consistent here.

SCFT gives 27.4 nm, so the asymptotic law is 3 % too high relative to SCFT. For $N=250$ it gives 17.8 nm against 16.6 nm, an excess of 7 %. Doubling $N$ from 500 to 1000 multiplies the asymptotic period by $2^{2/3}=1.59$ and the SCFT period by $44.34/27.40=1.62$.

## Pattern multiplication

Suppose a guiding pattern of pitch $P$ forces $m$ whole periods into each pitch, so $D=P/m$. Let $t=D/D_0$. The stretching energy at $D_0$ is $F_0/3$ and the interface energy is $2F_0/3$; they scale as $t^2$ and $1/t$. Hence

$$\frac{F(tD_0)}{F_0}=\frac{t^2+2/t}{3}.$$

For $t=1+\delta$, expansion gives $1+\delta^2-\tfrac23\delta^3+\dots$. In the asymptotic model a small mismatch costs $F_0\delta^2$ per chain, and the cubic term makes compression dearer than equal extension. At $\chi N=200$, the sum of the SCFT energy changes for $\delta=\pm0.05$ is 0.0306, against 0.0327 from this formula, which is 7 % higher. The formula is less accurate at weaker segregation: at $\chi N=50$ its coefficient of $\delta^2$ is about 19 % above the SCFT value.

The numbers $m$ and $m+1$ cost the same when, with $X=P/D_0$,

$$\frac{X^2}{m^2}+\frac{2m}{X}=\frac{X^2}{(m+1)^2}+\frac{2(m+1)}{X}.$$

Collecting terms and multiplying by $X$ gives

$$X^3\left[\frac1{m^2}-\frac1{(m+1)^2}\right]=2
\quad\Longrightarrow\quad
X^3=\frac{2m^2(m+1)^2}{2m+1}.$$

For $P=100$ nm, $X=100/28.27=3.54$. The boundary between three and four periods is $X=(288/7)^{1/3}=3.45$, so four periods are preferred:

| $m$ | $D$ (nm) | $t$ | excess per chain ($kT$) |
|---:|---:|---:|---:|
| 3 | 33.3 | 1.179 | 0.118 |
| 4 | 25.0 | 0.884 | 0.060 |
| 5 | 20.0 | 0.707 | 0.449 |

For $m=4$, for instance, the excess is $4.109[(0.8842^2+2/0.8842)/3-1]=0.060$. Using the SCFT period instead gives $X=100/27.40=3.65$, which leads to the same choice.

In this asymptotic model the difference between $m=3$ and $m=4$ is only 0.058 $kT$ per chain. Such a small difference is sensitive to the preferred period: SCFT at the same forced periods also favors $m=4$, but by 0.115 $kT$ per chain. Either value adds up over many chains. A region of $100\times100\times30$ nm³ holds $3\times10^5/(500\times0.15)=4000$ chains, so the total difference is about 230 $kT$ in the asymptotic model and about 460 $kT$ in SCFT. The formula is thus a guide to the best $m$ away from a boundary, not to the exact size of the preference. Near a boundary the error in $D_0$ can change the choice. In this example three and four periods cost the same at $P=97.6$ nm in the asymptotic model but at 94.6 nm in SCFT, so between these pitches the two pick different $m$. Using the SCFT period in $X$ puts the boundary at $3.452\times27.40=94.6$ nm and removes this disagreement.

This comparison ranks defect-free equilibrium states. It assumes upright lamellae and leaves out the energies of the film surfaces and guiding lines, which must be added if they depend on $m$. It says nothing about the barriers between states, so it cannot predict how fast a film reaches the preferred one. The numerical output gives the remaining chain lengths and intermediate values.

## Values computed for the example and the checks

```
lowest brush eigenvalue (n=1): 2.46740
brush energy coefficient: 1.23370
same, uniform stretching: 1.50000
tension / (kT b sqrt(chi)/v): 0.40816
width / (b/sqrt(chi)): 0.8196
period prefactor: 1.09797
SCFT: chi*N, D/(b sqrt N), ratio to asymptotic law
    25  1.7496  0.9319
    35  1.8926  0.9531
    50  2.0421  0.9690
    70  2.1838  0.9797
   100  2.3369  0.9879
   140  2.4856  0.9935
   200  2.6494  0.9978
SCFT exponent of N, chi*N 25 to 50: 0.7231
SCFT exponent of N, chi*N 50 to 100: 0.6945
SCFT exponent of N, chi*N 100 to 200: 0.6811
relative period change on finer grid: -2.3e-05
SCFT second difference at 5 %, chi*N=200: 0.03056 kT
asymptotic second difference: 0.03267 kT
segment length b: 0.6 nm
segment volume v: 0.15 nm^3
chi: 0.1, N: 500, chi*N: 50
temperature: 450 K
unperturbed size b sqrt(N): 13.42 nm
interface tension: 3.208 mJ/m^2
interface width: 1.549 nm
asymptotic period D0: 28.27 nm
line width D0/2: 14.14 nm
area per chain: 5.305 nm^2
stretching energy per chain: 1.3698 kT
interface energy per chain: 2.7396 kT
total energy per chain: 4.1094 kT
N, asymptotic period (nm), SCFT period (nm)
    250  17.81  16.60
    500  28.27  27.40
   1000  44.88  44.34
   2000  71.25  71.09
guiding pitch: 100 nm
periods per pitch, forced period (nm), D/D0, excess per chain (kT)
  2  50.00  1.7684  1.7235
  3  33.33  1.1789  0.1183
  4  25.00  0.8842  0.0599
  5  20.00  0.7074  0.4490
best number of periods per pitch: 4
```
